# Polymorphic nucleation in a composition gradient: fifth-power term and critical gradient

Two elements interdiffuse and form a parent phase, for example an amorphous alloy or a solid solution, whose composition varies across a thin zone. An intermetallic compound could nucleate inside it. While the zone is thin its gradient is steep, and a nucleus of finite size covers a range of compositions, which do not all favour the compound equally. The problem is to find how the gradient changes the nucleation energy, and when it forbids nucleation.

The transformation is taken to be polymorphic: each volume element changes phase without changing composition, and the profile stays frozen while the nucleus forms. The phases have equal molar volumes and the interfacial energy $\gamma$ is isotropic. Stress and gradient energy are left out. The nucleus lies wholly inside the parent, away from existing interfaces and grain boundaries. If atoms redistribute during nucleation, the local energy below no longer applies.

## (a) The local driving force

**Let $D(c)$ be the Gibbs energy of the compound minus that of the parent, per volume, at the same composition $c$. Find where nucleation is most favourable and write the local energy change for a linear profile.**

**Solution.** At fixed composition the energy change per volume is $D(c)$. The most favourable composition $c^*$ is the minimum of $D$, where

$$D'(c^*)=0,\qquad D''(c^*)=\alpha>0,\qquad D(c^*)=-g,\quad g>0 .$$

The first condition says that the two Gibbs curves have equal slopes at the same composition. This is generally not the minimum of the compound's own curve, because the parent's slope there need not vanish.

Put $x=0$ on the plane where $c=c^*$, with $x$ along the gradient and $G=|dc/dx|>0$. To second order in $c-c^*=Gx$ (the sign of the gradient is immaterial),

$$D=-g+\tfrac12\alpha G^2x^2=-g\left(1-\frac{x^2}{h^2}\right),\qquad h=\frac1G\sqrt{\frac{2g}{\alpha}} .$$

The compound is locally favoured only in the slab $|x|<h$. A steeper gradient makes this slab thinner.

## (b) The energy of a spherical nucleus

**Find the energy of a sphere of radius $r$ centred at $x=0$. What does displacing its centre cost, and what is the order of the first neglected term?**

**Solution.** The energy is the surface term plus the integral of $D$ over the volume. A slice of the sphere at $x$ has area $\pi(r^2-x^2)$, so

$$\int x^2\,dV=\pi\int_{-r}^{r}x^2(r^2-x^2)\,dx
=2\pi\left(\frac{r^5}{3}-\frac{r^5}{5}\right)=\frac{4\pi}{15}r^5 .$$

Multiplication by $\alpha G^2/2$ gives the gradient term:

$$\boxed{\Delta G(r)=4\pi\gamma r^2-\frac{4\pi}{3}g r^3+\frac{2\pi}{15}\alpha G^2r^5 .}$$

Three powers of $r$ come from the volume and two from the squared composition difference. The sign is positive because moving away from $c^*$ in either direction loses driving force.

If the centre lies at $x_0$, then $x$ is replaced by $x+x_0$. The cross term integrates to zero by symmetry, and the energy rises by $\tfrac12\alpha G^2x_0^2V$, with $V$ the volume. The centred sphere is therefore the best one.

A cubic term in $D$ gives $x^3$, which also integrates to zero. The quartic term gives $\int x^4dV=4\pi r^7/35$, so the first correction is of order $r^7$. A curved profile, $c-c^*=Gx+Kx^2/2$, changes $D$ first through $\tfrac12\alpha GKx^3$, which cancels, and then at order $x^4$. It too enters first at $r^7$. With a cubic term or a curved profile the best centre moves off $x=0$ by an amount of order $r^2$; the energy this gains is again of order $r^7$.

## (c) The critical gradient for spheres

**At what gradient does the critical sphere cease to exist?**

**Solution.** Measure lengths in $r_s=3\gamma/g$, the radius at which the first two terms cancel, and set

$$r=\rho r_s,\qquad u=\frac{r_s}{h}=r_sG\sqrt{\frac{\alpha}{2g}} .$$

Divide the energy by $4\pi\gamma r_s^2$. The cubic coefficient becomes $gr_s/(3\gamma)=1$. Using $\gamma=gr_s/3$, the fifth-power coefficient becomes

$$\frac{\alpha G^2r_s^3}{30\gamma}=\frac{\alpha G^2r_s^2}{10g}=\frac{u^2}{5}.$$

Hence

$$\frac{\Delta G}{4\pi\gamma r_s^2}=\rho^2-\rho^3+\frac{u^2}{5}\rho^5 ,$$

and its derivative is $\rho f(\rho)$ with

$$f(\rho)=u^2\rho^3-3\rho+2 .$$

For $\rho>0$, $f'=3u^2\rho^2-3$ vanishes at $\rho=1/u$. There $f$ has its lowest value,

$$f(1/u)=\frac1u-\frac3u+2=2-\frac2u .$$

If $u<1$ this is negative, and $f$ has two positive roots: the energy passes a maximum, the critical size for a sphere, and then a minimum. The sphere at the maximum is stationary in radius only; in a gradient it can still lower its energy by spreading sideways. If $u>1$, $f$ is positive everywhere and the energy rises steadily with radius. At $u=1$,

$$f=(\rho-1)^2(\rho+2),$$

so maximum and minimum merge into a horizontal inflection at $\rho=1$. Solving $u=1$ for $G$ gives

$$\boxed{G_c=\frac{1}{r_s}\sqrt{\frac{2g}{\alpha}}=\frac{\sqrt2}{3}\,\frac{g^{3/2}}{\gamma\sqrt{\alpha}} .}$$

Thus $u=G/G_c$. At the limit $h=r_s$: the slab with a driving force is just as wide as the merging sphere. At given $g$ and $\gamma$, a larger $\alpha$, as for a compound with a narrower composition range, lowers $G_c$, so a gentler gradient is enough to exclude spherical nuclei.

## (d) How the spherical barrier disappears

**Find the energies at the maximum and the minimum for $u<1$. When does the minimum have zero energy?**

**Solution.** Insert $\rho=(2/u)\sin\varphi$ into $f=0$:

$$2-\frac2u(3\sin\varphi-4\sin^3\varphi)=2-\frac2u\sin3\varphi=0 .$$

The smaller positive root is therefore

$$\rho_1=\frac2u\sin\left(\frac{\arcsin u}{3}\right).$$

With $\rho=(2/u)\cos\theta$ the equation becomes $(2/u)\cos3\theta+2=0$, which gives the larger root

$$\rho_2=\frac2u\cos\left(\frac{\arccos(-u)}{3}\right).$$

They are in this order because $\varphi<\pi/6$ makes $\rho_1<1/u$, while $\theta<\pi/3$ makes $\rho_2>1/u$.

At either root $u^2\rho^3=3\rho-2$, so the scaled energy is

$$\rho^2-\rho^3+\frac{\rho^2(3\rho-2)}5=\frac{\rho^2(3-2\rho)}5 .$$

Without a gradient, $f=0$ gives $\rho=2/3$ and a scaled energy $4/27$. This is the usual barrier $W_0=16\pi\gamma^3/(3g^2)$ at $r=2\gamma/g$. Dividing by it,

$$\frac{\Delta G}{W_0}=\frac{27}{20}\rho^2(3-2\rho).$$

For a weak gradient the first-order change follows by evaluating the fifth-power term at $\rho=2/3$:

$$\frac{W}{W_0}\simeq1+\frac{27}{4}\,\frac{u^2}{5}\left(\frac23\right)^5=1+\frac{8}{45}u^2 .$$

At $u=1$ the ratio is $27/20=1.35$. The spherical barrier does not diverge. It rises by 35 % and then ceases to exist, because there is no longer a downhill side.

The minimum has zero energy at $\rho=3/2$, for which

$$u^2=\frac{3\rho-2}{\rho^3}=\frac{5/2}{27/8}=\frac{20}{27},\qquad u\simeq0.861 .$$

Between this value and $u=1$ the energy of a sphere still has a local minimum in radius, but it lies above that of the untransformed parent. Changes of shape are not considered here.

## (e) Letting the nucleus flatten

**A real nucleus need not be a sphere. Consider a wide disc of half-thickness $a$ lying across the gradient. Up to what gradient can it lower the energy?**

**Solution.** For a very wide disc the rim is negligible compared with the two faces. The energy per projected area is

$$e(a)=2\gamma+\int_{-a}^{a}D\,dx=2\gamma-2ga+\frac{2ga^3}{3h^2}.$$

Its derivative, $-2g+2ga^2/h^2$, vanishes at $a=h$. The best disc fills the favourable slab, and

$$e_{\min}=2\gamma-\frac43gh .$$

This is negative when $h>3\gamma/(2g)=r_s/2$, that is, when $u=r_s/h<2$. A sufficiently wide disc therefore lowers the energy for every

$$G<2G_c .$$

So $G_c$ is a limit for spheres, not for nucleation in general. Between $G_c$ and $2G_c$ the compound can still form by spreading sideways, where the composition does not change. This needs a zone that is laterally wide enough.

## (f) A limit for every shape

**Could another shape be a critical nucleus at $G\ge2G_c$?**

**Solution.** A critical nucleus must be stationary under every small change of shape. It is enough to find one change under which no body is stationary. Stretch the body by a factor $\lambda$ in both directions perpendicular to $x$.

Since $D$ depends only on $x$, the volume energy $E_V=\int D\,dV$ scales as $\lambda^2$. A surface element $dS$ with unit normal $\mathbf n$ has the vector area $(n_x,n_y,n_z)\,dS$. The first component is an area in the $yz$ plane and scales as $\lambda^2$. Each of the others contains one stretched length and scales as $\lambda$. The new area is therefore

$$\sqrt{\lambda^4n_x^2+\lambda^2(1-n_x^2)}\;dS ,$$

whose derivative at $\lambda=1$ is $\tfrac12[4n_x^2+2(1-n_x^2)]\,dS=(1+n_x^2)\,dS$. Together,

$$\left.\frac{d\Delta G}{d\lambda}\right|_{\lambda=1}=2E_V+\gamma\int(1+n_x^2)\,dS .$$

Let $P$ be the area of the body's projection along $x$. Each line parallel to $x$ can collect at most the whole negative part of $D$:

$$E_V\ge P\int_{-h}^{h}D\,dx=-\frac43ghP .$$

For the surface, $(1-|n_x|)^2\ge0$ gives $1+n_x^2\ge2|n_x|$. Every line through the body enters and leaves it at least once, so $\int|n_x|\,dS\ge2P$. Hence

$$\frac{d\Delta G}{d\lambda}\ge-\frac83ghP+4\gamma P=4P\left(\gamma-\frac23gh\right).$$

For $G\ge2G_c$ we have $h\le3\gamma/(2g)$, and the bracket is not negative. The derivative itself is strictly positive, because equality would require $|n_x|=1$ over the entire surface, and a bounded body must have sides. No body is stationary, so there is no critical nucleus of any shape. With part (e), the limit for free shape is

$$\boxed{G_{\text{any}}=2G_c=\frac{2\sqrt2}{3}\,\frac{g^{3/2}}{\gamma\sqrt\alpha}.}$$

## (g) The barrier between the two limits

**Use discs of finite radius to bound the barrier above the spherical limit.**

**Solution.** A disc of radius $R$ has two faces and a rim of area $4\pi Ra$:

$$\Delta G=\pi R^2e(a)+4\pi Ra\gamma .$$

For $e<0$ this is largest at $R=2a\gamma/|e|$, where it equals $4\pi\gamma^2a^2/|e|$. Write $a=\rho r_s$, so that now $\rho$ is the scaled half-thickness. Then $e=2\gamma(1-3\rho+u^2\rho^3)$, and with $W_0=16\pi\gamma r_s^2/27$,

$$\frac{W_{\text{disc}}}{W_0}=\frac{27}{8}\frac{\rho^2}{q},\qquad q=3\rho-1-u^2\rho^3 .$$

The lowest barrier over $\rho$ requires $2q=\rho q'=3\rho-3u^2\rho^3$, which rearranges to

$$u^2\rho^3+3\rho-2=0 .$$

The substitution $\rho=(2/u)\sinh\psi$ turns this into $\sinh3\psi=u$. Replacing $q$ by $\tfrac32\rho(1-u^2\rho^2)$ then gives

$$\frac{W_{\text{disc}}}{W_0}=\frac94\frac{\rho}{1-u^2\rho^2},\qquad
\rho=\frac2u\sinh\left(\frac{\operatorname{arsinh}u}{3}\right).$$

At $u=2$ the root is $\rho=1/2$, the denominator vanishes, and the disc barrier diverges. At $u=0$ it is $1.5W_0$, since a disc is a poorer shape than a sphere when there is no gradient.

Each disc path leads from no nucleus to a body of negative energy, so its highest point is an upper bound on the true barrier. At moderate $u$ spheroids give a tighter upper bound, but they fail before $u=2$. A wide spheroid with half-thickness $\rho r_s$ gains energy only if $\rho(1-u^2\rho^2/5)>1/2$. The left side is largest at $\rho^2=5/(3u^2)$, where it equals $2\rho/3$. The condition becomes $\rho>3/4$, or $u<\sqrt{80/27}\simeq1.72$.

## (h) A numerical case

**Take a regular-solution parent at 600 K with interaction parameter $-20$ kJ/mol. The compound curve is a parabola with minimum $-12$ kJ/mol at $c=0.40$ and curvature 400 kJ/mol. The molar volume is 8.0 cm³/mol and $\gamma=0.15$ J/m². Find the limits and interpret them.**

**Solution.** These are round model parameters, and both Gibbs curves are measured from the unmixed elements in the parent's structure. Equal slopes occur at $c^*=0.382$, below the compound's own minimum. The parent's curvature there is

$$\frac{RT}{c^*(1-c^*)}+2(20)\simeq21.1+40=61.1\ \text{kJ/mol},$$

so the difference in curvature is $400-61.1=338.9$ kJ/mol. The driving force is 3.896 kJ/mol. Division by the molar volume gives $g=4.87\times10^8$ J/m³ and $\alpha=4.24\times10^{10}$ J/m³. Then

$$r_s=\frac{3(0.15)}{4.87\times10^8}\ \text{m}=0.924\ \text{nm},\qquad
\sqrt{\frac{2g}{\alpha}}=0.1516,$$

$$G_c=\frac{0.1516}{0.924\ \text{nm}}=0.164\ \text{nm}^{-1}=1.64\times10^8\ \text{m}^{-1}.$$

The any-shape limit is $0.328$ nm⁻¹. With the full Gibbs curves in place of the quadratic $D$, the spherical limit shifts by only 0.04 % relative to the formula. The quadratic expansion is thus not the main uncertainty here.

Without a gradient the barrier is $W_0=28.8\,k_BT$. For spheres, with the quadratic $D$, the energies are:

| $G/G_c$ | maximum, $k_BT$ | minimum, $k_BT$ |
|---|---:|---:|
| 0.50 | 30.2 | −1140 |
| 0.80 | 33.2 | −40.1 |
| 0.95 | 36.6 | 31.1 |

With the full Gibbs curves the maxima keep these digits, while the last two minima move to $-40.4$ and $31.0$. At $0.95G_c$ the minimum is positive, as part (d) requires. At $0.50G_c$ it is deep, but it marks the end of growth only for a body forced to remain spherical; a free one could go on spreading sideways.

At $G_c$ the spherical barrier is $38.9\,k_BT$, while spheroids lower the upper bound to $35.4\,k_BT$. At $1.5G_c$ the spheroid bound is $55.1\,k_BT$ and the disc bound $106.6\,k_BT$. At $1.9G_c$ the disc bound reaches $494\,k_BT$. These are bounds for the quadratic $D$, not values of the true barrier; the full Gibbs curves lower the last one to about $491\,k_BT$. The disc bound is far from tight. The stationary body of revolution, whose mean curvature $H$ obeys $2\gamma H=-D(x)$ on its surface, has about $35.4$, $54$ and $216\,k_BT$ at $G_c$, $1.5G_c$ and $1.9G_c$. At what gradient below $2G_c$ nucleation becomes too slow to matter also depends on the available time and volume.

If the profile runs linearly from one pure element to the other, the zone thickness is $1/G$. Critical spheres become possible above 6.1 nm, but critical nuclei of free shape already above 3.0 nm. If the parent spans only half the composition range, still including the favourable slab, both thicknesses are halved. These estimates hold for a nucleus surrounded by parent. One that forms on an existing interface or grain boundary replaces surface that is already there, and may therefore appear in a thinner zone.

Thin-film couples such as nickel–zirconium and titanium–silicon can form an amorphous interlayer before a crystalline compound appears. The model offers one possible reason, but slow kinetics can have the same effect, so a delayed compound does not by itself prove gradient suppression. The limits are sensitive to the interfacial energy: at fixed $g$ and $\alpha$, doubling $\gamma$ halves both critical gradients and doubles both thicknesses. Real couples may also break the frozen-composition assumption, and this calculation does not determine how far that moves the limit. Finally, the limiting disc has a half-thickness of 0.46 nm, only a few atomic layers in all, so a sharp interface with bulk $g$ and $\gamma$ is a rough description at this size.

When several compounds compete in the same parent, each has its own $c^*$, $g$, $\alpha$ and $\gamma$. The any-shape formula needs the whole favourable slab, $|c-c^*|<\sqrt{2g/\alpha}$, to lie within the parent's composition range; a slab cut short at the end of the range lowers the limit. Suppose this condition holds for every compound and $D$ is close to quadratic across each slab. Then, in a linear zone whose gradient falls as it thickens, the compound with the largest $g^{3/2}/(\gamma\sqrt\alpha)$ is the first to be thermodynamically allowed in the parent's interior. It need not be the one with the largest driving force, and being allowed first does not ensure that it nucleates fastest.

## Calculated quantities

```
temperature 600 K; molar volume 8.0 cm^3/mol
interfacial energy gamma 0.15 J/m^2
parent interaction parameter -20.0 kJ/mol
compound minimum -12.0 kJ/mol at c = 0.40
compound curvature 400 kJ/mol
best composition c* 0.3822
driving force at c* 3.896 kJ/mol
driving force per volume g 4.870e+08 J/m^3
curvature difference 338.9 kJ/mol
curvature difference per volume alpha 4.236e+10 J/m^3
composition half-width with driving force 0.1516
critical radius without gradient 0.616 nm
barrier without gradient W0 28.78 kT
scale radius 3 gamma/g 0.924 nm
sphere limit Gc, formula 0.1641 1/nm = 1.641e+08 1/m
sphere limit, numerical, quadratic D 0.1641 1/nm
sphere limit, numerical, full curves 0.1642 1/nm
relative shift by full curves 0.039 percent
order in r of the neglected remainder 7.014
zero-energy gradient 0.1412 1/nm, ratio to Gc 0.8607
sphere barrier at Gc 38.86 kT, ratio to W0 1.350
G/Gc | barrier radius nm, energy kT | minimum radius nm, energy kT
0.50 | 0.642, 30.20 | 2.831, -1141.29
0.80 | 0.703, 33.24 | 1.554, -40.07
0.95 | 0.789, 36.62 | 1.145, 31.11
any-shape limit 0.3282 1/nm, ratio to Gc 2.0000
disc half-thickness at that limit 0.462 nm
spheroid barrier at G/Gc 1.0: 35.43 kT, /W0 1.231
spheroid barrier at G/Gc 1.5: 55.13 kT, /W0 1.915
disc barrier at G/Gc 1.0: 59.87 kT, /W0 2.080
disc barrier at G/Gc 1.5: 106.56 kT, /W0 3.702
disc barrier at G/Gc 1.9: 494.02 kT, /W0 17.164
linear zone thickness 1/G at Gc 6.09 nm
linear zone thickness 1/G at 2 Gc 3.05 nm
random bodies tested at 2 Gc: 3000, all resist widening
smallest widening slope over gamma*area 0.0071
same bodies that gain by widening at 1.9 Gc: 196
```
